# Isolated Oxygen Vacancies and Bound Pairs: A Mass-Action Problem

## Problem

An oxide has lost one percent of its oxygen atoms. Each oxygen site has twelve nearest oxygen sites, as on a face-centred cubic anion sublattice. Two vacancies on neighbouring sites are bound by 0.3 eV relative to two separated vacancies. The temperature is 600 K. What fraction of the vacancies remains isolated, that is, without a vacancy on any neighbouring site?

The following model makes the question definite.

- The vacancies are neutral, and their total number is fixed: no oxygen enters or leaves.
- They move readily enough to reach equilibrium at 600 K.
- They occur as singles or as nearest-neighbour pairs. Larger clusters are left out for now, a restriction that will need examination.
- Singles and pairs are dilute and are distributed as an ideal mixture.

Let \(c=0.01\) be the number of vacancies per oxygen site, \(z=12\) the number of neighbours, \(E_b>0\) the binding energy, and \(c_1\) and \(c_2\) the numbers of singles and of pairs per oxygen site. The wanted fraction is \(f=c_1/c\). In the algebra energies are in hartree and \(k_B\) is in hartree per kelvin. Since energy enters only through \(E_b/k_BT\), the numbers can be inserted in eV. Define

\[
q=\exp\!\left(\frac{E_b}{k_BT}\right).
\]

With \(k_BT=0.051704\) eV, the exponent is \(0.3/0.051704=5.802\), and \(q=331.05\).

## A tempting solution

Take a single vacancy. It has \(z\) neighbouring sites. Each would hold another single with probability \(c_1\) if there were no binding, and binding raises this weight by the factor \(q\). There are \(c_1\) singles per site to start from, so the number of pairs per site appears to be

\[
c_2=z q c_1^2 \qquad\text{(wrong)}.
\]

Each pair holds two vacancies, so conservation requires

\[
c=c_1+2c_2=c_1+2zqc_1^2 .
\]

Dividing by \(c\) and writing \(c_1=fc\) gives \(2zcq\,f^2+f-1=0\). Here \(2zcq=2\times12\times0.01\times331.05=79.45\), and the positive root is

\[
f=\frac{-1+\sqrt{1+4\times79.45}}{2\times79.45}=0.106 .
\]

The conclusion would be that about 11 percent of the vacancies are isolated.

## Where it fails

The conservation law is correct, and so is the Boltzmann factor. The fault is in the first equation. Starting from every vacancy in turn and looking for a partner finds the pair A–B twice, once from A and once from B. The product \(zqc_1^2\) therefore counts vacancies that have a partner, not pairs:

\[
zqc_1^2=2c_2 .
\]

The tempting solution took this number of paired vacancies for the number of pairs, and then multiplied it by two again.

A case with a known answer exposes the error. Let the binding vanish, so that \(q=1\), and scatter the vacancies at random. A given vacancy is isolated if all \(z\) neighbouring sites hold oxygen. In a large crystal this has probability

\[
(1-c)^z = 1-zc+\ldots
\]

For small \(c\), the tempting equation \(2zcf^2+f-1=0\) has \(f\) close to one. Replacing \(f^2\) by one in the small term gives \(f\approx1-2zc\), so the loss of isolated vacancies is twice too large. With \(2c_2=zqc_1^2\) the same step gives \(1-zc\), as required.

## The right solution

### Mass action from counting

The corrected relation can be derived from the statistical weight of a crystal with \(M\) oxygen sites, \(N_1\) singles and \(N_2\) pairs. A single can be placed in \(M\) ways. A pair occupies a bond between neighbouring sites. There are \(zM\) bond ends and two ends per bond, hence \(zM/2\) places for a pair. Taking separated vacancies as the zero of energy, each pair has energy \(-E_b\) and contributes a factor \(q\). Singles are indistinguishable from one another, and so are pairs. In the dilute limit, where conflicts between placements are ignored,

\[
W(N_2)=\frac{M^{N_1}}{N_1!}\,\frac{(zMq/2)^{N_2}}{N_2!},
\qquad N_1=N-2N_2 ,
\]

with \(N=cM\) the fixed number of vacancies.

Forming one more pair changes \(N_2\) to \(N_2+1\) and \(N_1\) to \(N_1-2\). The first factor loses \(M^2\), while \(N_1!/(N_1-2)!=N_1(N_1-1)\). Therefore

\[
\frac{W(N_2+1)}{W(N_2)}
=\frac{N_1(N_1-1)}{M^2}\,\frac{zMq/2}{N_2+1}.
\]

As pairs are added, \(N_1\) falls and \(N_2\) rises, so this ratio decreases steadily. The weight has one maximum, located where the ratio passes through one. For large numbers, \(N_1-1\) and \(N_2+1\) may be replaced by \(N_1\) and \(N_2\), which gives

\[
1=\frac{zq}{2}\,\frac{N_1^2}{M N_2}
\quad\Longrightarrow\quad
c_2=\frac{z}{2}\,q\,c_1^2 .
\]

This is the law of mass action for the reaction single + single \(\rightleftharpoons\) pair. The factor \(z/2\) is the number of pair positions per site.

### Conservation and the root

It would be wrong to put \(c_1=c\) on the right. That gives \(c_2=6\times331.05\times10^{-4}=0.199\), although one percent of vacancies can supply at most 0.005 pairs per site. Pairing depletes the singles strongly, so conservation must be solved together with mass action:

\[
c=c_1+2c_2=c_1+zqc_1^2 .
\]

The two vacancies in a pair cancel the one half in the bond count. Divide by \(c\), insert \(c_1=fc\), and define \(A=zcq\):

\[
A f^2+f-1=0 .
\]

The product of the two roots is \(-1/A\), so one root is positive, and it is the physical one:

\[
f=\frac{-1+\sqrt{1+4A}}{2A}.
\]

Multiplying numerator and denominator by \(1+\sqrt{1+4A}\) turns the numerator into \((1+4A)-1=4A\), and hence

\[
f=\frac{2}{1+\sqrt{1+4zcq}} .
\]

### Numbers

The pairing strength is \(A=12\times0.01\times331.05=39.73\). Then

\[
f=\frac{2}{1+\sqrt{1+158.9}}=\frac{2}{1+12.645}=0.1466 .
\]

**About 15 percent of the vacancies remain isolated**, and about 85 percent are in pairs. Per oxygen site there are \(c_1=0.01\times0.1466=0.00147\) singles and \(c_2=(0.01-0.00147)/2=0.00427\) pairs. Pairs outnumber singles by nearly three to one.

The double count changed \(A\) by a factor of two but \(f\) only from 14.7 to 10.6 percent. The strong-pairing limit explains why the effect is so muted.

## What the formula says

### Weak and strong pairing

For \(A\ll1\), \(\sqrt{1+4A}\approx1+2A\), so

\[
f\approx\frac{1}{1+A}\approx1-zcq .
\]

Few vacancies are paired, and their fraction is proportional to the total concentration.

For \(A\gg1\), the square root is \(2\sqrt A\) to leading order, with a correction of order \(1/\sqrt A\). The unrationalized root then gives

\[
f\approx\frac{1}{\sqrt A}-\frac{1}{2A}.
\]

In the present case the two terms are \(0.1587\) and \(0.0126\), with difference \(0.146\). The leading term alone is about 8 percent too high relative to the full root. In this limit a factor of two in \(A\) changes \(f\) by about \(\sqrt2\), which is why the wrong solution looked plausible.

The leading term also gives

\[
c_1\approx\sqrt{\frac{c}{zq}}
=\sqrt{\frac{c}{z}}\,\exp\!\left(-\frac{E_b}{2k_BT}\right).
\]

Quadrupling the vacancy content only doubles the number of singles. In this limit the number of singles is thermally activated with half the binding energy, because breaking one pair releases two singles. When pairing is weaker, the activation energy is smaller.

### Sensitivity to the binding energy

To see how an error in \(E_b\) affects the answer, differentiate \(Af^2+f-1=0\):

\[
f^2\,dA+(2Af+1)\,df=0 .
\]

Divide by \(f\,(2Af+1)\) and write \(dA=A\,d\ln A\):

\[
\frac{d\ln f}{d\ln A}=-\frac{Af}{2Af+1}
=-\frac{Af^2}{2Af^2+f}
=-\frac{1-f}{2-f},
\]

where the last step uses \(Af^2=1-f\). At \(f=0.1466\) the slope is \(-0.46\), already close to the strong-pairing value \(-1/2\). Raising \(E_b\) by 0.01 eV raises \(\ln A\) by \(0.01/0.0517=0.19\), and lowers \(f\) by about 9 percent of its value. A binding energy uncertain by a few hundredths of an eV therefore does not support a second digit in the 15 percent.

The same slope describes a binding entropy. If forming a pair changes the vibrational entropy by \(\Delta S\), then \(q\) is multiplied by \(\exp(\Delta S/k_B)\). The 0.3 eV has been used here as a binding free energy at 600 K. Statements about temperature dependence, namely the activation energy above and \(T_{1/2}\) below, take \(\Delta S=0\). Otherwise the activation energy follows the binding enthalpy, \(0.3\ \text{eV}-T\Delta S\) at 600 K, and the binding free energy changes with temperature.

### The temperature for equal shares

Half of the vacancies are isolated when \(f=1/2\). The quadratic becomes \(A/4+1/2-1=0\), so \(A=2\), or \(q=2/(zc)\). Taking the logarithm,

\[
T_{1/2}=\frac{E_b}{k_B\ln[2/(zc)]}.
\]

Here \(2/(zc)=16.67\), whose logarithm is 2.813. If \(E_b\) stays at 0.3 eV, the thermal energy needed is \(0.3/2.813=0.107\) eV, and \(T_{1/2}\) is about 1240 K for the ideal mixture; the exclusion correction derived below raises it to about 1260 K. This thermal energy is well below the binding energy. Pairs break up earlier than a comparison of \(k_BT\) with \(E_b\) suggests, because separated vacancies have many more places available.

At still higher temperature \(q\) tends to one, not to zero. Some vacancies then remain neighbours by chance. The formula gives \(f=2/(1+\sqrt{1.48})=0.902\), whereas random placement gives \(0.99^{12}=0.886\). The two agree to first order in \(c\) and differ in second order, where the neglected larger clusters and conflicts between placements enter.

### A small region

The weight also gives the spread in a closed region with few vacancies. For large numbers, the second derivative of \(\ln W\) with respect to \(N_2\) is \(-(4/N_1+1/N_2)\); the four arises because \(N_1\) changes by two. The Gaussian approximation to the weight then has variance

\[
\sigma^2(N_2)=\frac{1}{4/N_1+1/N_2}.
\]

For 135 vacancies on 13,500 sites, \(N_1=19.8\) and \(N_2=57.6\). The variance is \(1/(0.202+0.017)=4.6\), so \(N_2\) fluctuates by about 2 and \(N_1\) by about 4. In such a region the 15 percent is an average around which the number of singles varies by roughly a fifth.

## How good is the ideal mixture?

The weight \(W\) allowed singles and pairs to overlap or touch. Distinct clusters can do neither: two touching singles are a pair, and a single touching a pair makes a trimer. The leading correction follows from the probability that two randomly placed clusters conflict.

- Two singles conflict if the second lies on the first or on one of its 12 neighbours, so \(v_{11}=13\) sites are excluded.
- A pair covers two sites. Each has 11 neighbours besides its partner, and four of these are common to both. A single is therefore excluded from \(v_{12}=2+11+11-4=20\) sites.
- For two pairs, listing the bonds with at least one end in those 20 sites gives 177 bonds. With six bonds per site, the conflict probability is \(177/(6M)=v_{22}/M\), with \(v_{22}=29.5\).

To leading order in density the conflicts are independent, and each factor \(1-v/M\) may be written as \(\exp(-v/M)\). Counting the couples of clusters adds to \(\ln W\) the term

\[
\Delta=-\frac{1}{M}\left(\frac{v_{11}N_1^2}{2}+v_{12}N_1N_2+\frac{v_{22}N_2^2}{2}\right).
\]

When two singles become a pair, the change in \(\Delta\) is \(-2\,\partial\Delta/\partial N_1+\partial\Delta/\partial N_2\), so

\[
\delta\Delta=2(v_{11}c_1+v_{12}c_2)-(v_{12}c_1+v_{22}c_2).
\]

The ratio of successive weights is multiplied by \(\exp(\delta\Delta)\), and mass action becomes

\[
c_2=\frac z2 q c_1^2
\exp\!\left[(2v_{11}-v_{12})c_1+(2v_{12}-v_{22})c_2\right].
\]

Both brackets are positive, 6 and 10.5: two singles block more room than one pair, so crowding favours pairing. With the ideal concentrations the exponent is \(6\times0.00147+10.5\times0.00427=0.054\). Multiplied by the slope \(-0.46\), this lowers \(f\) by about 2.5 percent of its value. Solving the corrected equation together with conservation by numerical root finding gives \(f=14.3\) percent.

The restricted model can also be sampled without mass action. In a Metropolis simulation, 135 vacancies on a periodic face-centred cubic lattice of 13,500 sites were moved one at a time to randomly chosen sites. Moves that would create a cluster of three or more were rejected, and moves that raised the energy by \(E_b\) were accepted with probability \(1/q\). The average isolated fraction was 14.3 percent, with a standard error of 0.1 percentage points. Within this model, ideal mixing is thus a minor approximation: it gives 14.7 percent where the lattice gives 14.3, so the rounded answer is 14 to 15 percent.

## When 15 percent is the wrong answer

The restriction to pairs is far more serious. A binding energy for two vacancies does not say what a third vacancy gains by joining them.

The lattice has 8 triangles per site. To count them, note that a site has 12 neighbours, and each shares four common neighbours with it. This gives \(12\times4/2=24\) triangles through the site, each shared by three sites. There are also 42 open trimers per site: a central site and two of its neighbours can be chosen in 66 ways, of which 24 are triangles.

If a trimer type has \(g\) positions per site and Boltzmann weight \(w\), removing three singles to form one trimer gives, by the same ratio argument, \(c_3=gw c_1^3\). Each trimer holds three vacancies, so conservation becomes

\[
c=c_1+zqc_1^2+3\,(8w_\triangle+42w_{\rm open})\,c_1^3 .
\]

**Saturated binding.** Suppose the third vacancy gains nothing, so that every trimer is bound by 0.3 eV in total. Then \(w_\triangle=w_{\rm open}=q\), and the last term is \(150qc_1^3\). At \(c_1=0.00147\) it is about \(1.6\times10^{-4}\), or 1.6 percent of all vacancies. The numerical root of the cubic is \(f=14.5\) percent, so trimers barely change the pair result.

**Additive binding.** Suppose instead that every neighbour bond contributes 0.3 eV. A triangle has three bonds and an open trimer has two, so \(w_\triangle=q^3\) and \(w_{\rm open}=q^2\). At the old value of \(c_1\), the trimer term would be about 2.8, nearly three hundred times the available vacancy content. The singles must fall until the balance is restored, and the numerical root is \(f=2.2\) percent.

This last value is not a prediction for additive binding. Each larger cluster adds another positive term to the ideal balance and lowers the root further. It shows that a description in terms of pairs has broken down and that the vacancies tend to aggregate.

The answer of about 15 percent is therefore little changed by trimers if the attraction essentially saturates once a pair has formed. Four-vacancy clusters can matter more. If each vacancy can form one bond, two touching pairs keep both bonds and have weight \(q^2\), and 431 of the 475 four-site clusters per site are of this kind. They then hold about 7 percent of the vacancies, and \(f\) falls to about 14 percent. Before it is applied to an oxide, the energies of trimers and larger clusters are needed as well as that of the pair. The vacancies must also be mobile enough at 600 K for pairs to form and break. With an attempt frequency of \(10^{13}\) s\(^{-1}\), a pair breaks within a day only if the migration barrier is below about 1.8 eV. Neutral vacancies in ionic rocksalt oxides such as MgO are not expected to meet this condition. If they are not, the isolated fraction depends on how the sample was prepared and cooled, and the equilibrium formula does not apply. Charged vacancies require a further change, since their long-range forces are absent from this model.
